**Endpoint Berry phases against the integrated current of a two-well chain**

The program tests ΔP_el = −f(φ₁ − φ₀)/2π modulo f, in units of e, where f = 2 is the number of electrons per filled band and φ₀, φ₁ are the Berry phases of the filled bands at the start and end of the path. It asserts that the endpoint phases agree, up to an integer multiple of f, with a sum over states integrated over k and the path parameter λ. It also asserts that the current of the time-dependent Schrödinger equation, integrated over a 16 fs ramp, gives the same value within 5 × 10⁻⁴ e, with an error less than a tenth of that for a 1 fs ramp. The four edges of the (k, λ) rectangle must reproduce the result in both a periodic and a non-periodic gauge, while the endpoint edges alone must succeed in the first and fail in the second. The output shows ΔP_el = −0.2618 e for the direct path. A detour to the same final crystal gives 1.7382 e, which differs by one quantum of 2 e.

## Numerical verification

```python
"""
Test of the King-Smith-Vanderbilt formula for a one-dimensional insulator:
    Delta P_el = -f (phi_1 - phi_0) / (2 pi)   modulo f   (unit: e)
f      : electrons per filled band (2, spin-paired); electron charge is -e
phi    : Berry phase of the filled bands across the zone, summed over bands
lambda : path parameter from 0 to 1 that moves well B of a two-well crystal
The left side comes from the current of the time-dependent Schroedinger
equation and from a sum over states; the right side from endpoint states only.
Energies in eV, lengths in angstrom, wave numbers in 1/angstrom.
"""
import numpy as np
from scipy.constants import hbar, m_e, e

KIN = hbar**2 / (2 * m_e) / e * 1e20      # hbar^2/(2m) in eV angstrom^2
HBAR_FS = hbar / e * 1e15                 # hbar in eV fs
F = 2                                     # electrons per filled band
NOCC = 2                                  # filled bands
A_LAT = 5.0
DEPTH_A, DEPTH_B, WIDTH = 20.0, 12.0, 0.5
POS_A, POS_B, SHIFT = -1.0, 1.5, 0.6
Z_B = 2                                   # charge of ion B in e
G1 = 2 * np.pi / A_LAT
M = 10
g = np.arange(-M, M + 1)
q = G1 * (g[:, None] - g[None, :])
SHAPE = WIDTH * np.sqrt(2 * np.pi) / A_LAT * np.exp(-(q * WIDTH)**2 / 2)


def dagger(x):
    return np.conj(np.swapaxes(x, -1, -2))


def well(depth, pos):
    """Plane-wave matrix of a periodic row of Gaussian wells."""
    pos = np.asarray(pos, dtype=float)[..., None, None]
    return -depth * SHAPE * np.exp(-1j * q * pos)


def hamiltonian(k, pos_b):
    """Cell-periodic Hamiltonian H_k for arrays of k and of B positions."""
    kin = KIN * (k[:, None] + G1 * g)**2
    return (well(DEPTH_A, POS_A) + well(DEPTH_B, pos_b)
            + kin[:, :, None] * np.eye(len(g)))


def velocity(k):
    """Diagonal of dH_k/dk in eV angstrom."""
    return 2 * KIN * (k[:, None] + G1 * g)


def slope_and_gap(pos_b, shift):
    """dP_el/dlambda from the sum over states, and the band gap."""
    k = G1 * (np.arange(60) / 60 - 0.5)
    en, vec = np.linalg.eigh(hamiltonian(k, pos_b))
    occ, emp = vec[:, :, :NOCC], vec[:, :, NOCC:]
    v_ne = dagger(occ) @ (velocity(k)[:, :, None] * emp)
    dh = -1j * q * shift * well(DEPTH_B, pos_b)
    h_en = dagger(emp) @ dh @ occ
    de = en[:, :NOCC, None] - en[:, None, NOCC:]
    drift = 2 * np.imag(np.sum(v_ne * np.swapaxes(h_en, 1, 2) / de**2,
                               axis=(1, 2)))
    gap = en[:, NOCC].min() - en[:, NOCC - 1].max()
    return -F * drift.mean() / A_LAT, gap


def integrate_path(shift):
    """Delta P_el and smallest gap when B moves by shift."""
    x, w = np.polynomial.legendre.leggauss(60)
    data = np.array([slope_and_gap(POS_B + shift * (s + 1) / 2, shift)
                     for s in x])
    return np.sum(w / 2 * data[:, 0]), data[:, 1].min()


def berry_phase(pos_b, nk=400):
    """Endpoint phase from eigenvectors with arbitrary numerical phases."""
    k = G1 * (np.arange(nk) / nk - 0.5)
    occ = np.linalg.eigh(hamiltonian(k, pos_b))[1][:, :, :NOCC]
    closing = np.zeros_like(occ[:1])
    closing[0, :-1] = occ[0, 1:]          # exp(-i G x) times the first state
    ring = np.concatenate([occ, closing])
    total = -np.sum(np.angle(np.linalg.det(dagger(ring[:-1]) @ ring[1:])))
    return np.angle(np.exp(1j * total))


def edge_integral(k, lam, twist):
    """Line integral of the Berry connection in an explicit smooth gauge.

    The gauge comes from projection on Gaussians centred on the wells and is
    periodic in k for twist = 0; the twist adds a smooth non-periodic phase.
    """
    pos_b = POS_B + SHIFT * lam
    occ = np.linalg.eigh(hamiltonian(k, pos_b))[1][:, :, :NOCC]
    p = k[:, None] + G1 * g
    env = np.exp(-(0.6 * p)**2 / 2)
    env = env / np.linalg.norm(env, axis=1)[:, None]
    trial = np.stack([env * np.exp(-1j * p * POS_A),
                      env * np.exp(-1j * p * pos_b[:, None])], axis=2)
    left, sing, right = np.linalg.svd(dagger(occ) @ trial)
    assert sing.min() > 0.1               # projection is nowhere singular
    u = occ @ (left @ right)
    u[:, :, 0] *= np.exp(-1j * twist * lam * k / G1)[:, None]
    return -np.sum(np.angle(np.linalg.det(dagger(u[:-1]) @ u[1:])))


def four_edges(twist, n=401):
    """Integrals along lambda=0, lambda=1, left side and right side."""
    t = np.linspace(0, 1, n)
    one = np.ones(n)
    k = G1 * (t - 0.3)
    return (edge_integral(k, 0 * one, twist), edge_integral(k, one, twist),
            edge_integral(-0.3 * G1 * one, t, twist),
            edge_integral(0.7 * G1 * one, t, twist))


def time_ramp(duration_fs):
    """Integrated current of the time-dependent Schroedinger equation.

    Also returns the current at mid ramp divided by dlambda/dt.
    """
    tau = duration_fs / HBAR_FS
    steps = 2 * int(np.ceil(max(tau / 0.03, 100) / 2))
    dt = tau / steps
    k = G1 * ((np.arange(16) + 0.5) / 16 - 0.5)
    vel = velocity(k)[:, :, None]

    def current(state):
        return -F / A_LAT * np.sum(vel * np.abs(state)**2) / len(k)

    psi = np.linalg.eigh(hamiltonian(k, POS_B))[1][:, :, :NOCC]
    cur = np.zeros(steps)
    for i in range(steps):
        s = (i + 0.5) / steps
        lam = s**3 * (10 - 15 * s + 6 * s**2)
        en, vec = np.linalg.eigh(hamiltonian(k, POS_B + SHIFT * lam))
        coef = dagger(vec) @ psi
        ph = np.exp(-0.5j * en * dt)[:, :, None]
        half, full = vec @ (ph * coef), vec @ (ph**2 * coef)
        cur[i] = (current(psi) + 4 * current(half) + current(full)) / 6
        psi = full
    mid = cur[steps // 2 - 1:steps // 2 + 1].mean() * tau / 1.875
    return cur.sum() * dt, mid


# The instantaneous ground state carries no net current (asymmetric k grid).
k_off = G1 * ((np.arange(60) + 0.3) / 60 - 0.5)
ground = np.linalg.eigh(hamiltonian(k_off, POS_B + SHIFT))[1][:, :, :NOCC]
static = np.sum(velocity(k_off)[:, :, None] * np.abs(ground)**2, axis=(1, 2))
assert abs(static.mean()) < 1e-5 and np.abs(static).max() > 0.1

# Sum over states on the (k, lambda) rectangle against endpoint phases.
dp_flux, gap_direct = integrate_path(SHIFT)
phi0, phi1 = berry_phase(POS_B), berry_phase(POS_B + SHIFT)
dp_phase = -F * (phi1 - phi0) / (2 * np.pi)
n_direct = (dp_flux - dp_phase) / F
assert gap_direct > 0.5
# the discrete phase has an error of second order in the k spacing
assert abs(n_direct - round(n_direct)) < 2e-5

# Real-time current against the same number, and the adiabatic limit.
times = (1.0, 4.0, 16.0)
ramps = [time_ramp(t) for t in times]
errors = [abs(r[0] - dp_flux) for r in ramps]
mid_slope = slope_and_gap(POS_B + SHIFT / 2, SHIFT)[0]
assert errors[2] < 5e-4 and errors[2] < errors[0] / 10
# at finite speed the current keeps a correction of order 1/(gap*time)^2
assert abs(ramps[2][1] / mid_slope - 1) < 0.01

# Four edges of the rectangle in a periodic and in a non-periodic gauge.
edges = {name: four_edges(tw) for name, tw in
         (("periodic", 0.0), ("non-periodic", 0.8))}
loops = {}
for name, (bottom, top, left_e, right_e) in edges.items():
    loops[name] = F / (2 * np.pi) * ((right_e - left_e) - (top - bottom))
    assert abs(loops[name] - dp_flux) < 5e-5
b_p, t_p, l_p, r_p = edges["periodic"]
b_n, t_n, l_n, r_n = edges["non-periodic"]
assert abs(l_p) > 1e-3 and abs(r_p - l_p) < 1e-5
assert abs(r_n - l_n) > 0.1
ends_only_p = -F * (t_p - b_p) / (2 * np.pi)
ends_only_n = -F * (t_n - b_n) / (2 * np.pi)
assert abs(ends_only_p - dp_flux) < 5e-5
assert abs(ends_only_n - dp_flux) > 0.1

# Same final crystal reached the other way round, through well A.
detour = SHIFT - A_LAT
dp_detour, gap_detour = integrate_path(detour)
quanta = (dp_detour - dp_flux) / F
phi1_detour = berry_phase(POS_B + detour)
assert gap_detour > 0.5
assert abs(np.angle(np.exp(1j * (phi1_detour - phi1)))) < 1e-6
assert abs(quanta - round(quanta)) < 1e-5 and round(quanta) != 0

print(f"hbar^2/(2m)                         {KIN:.5f} eV angstrom^2")
print(f"lattice constant a                  {A_LAT:.2f} angstrom")
print(f"well depths A, B                    {DEPTH_A:.1f}, {DEPTH_B:.1f} eV")
print(f"Gaussian width of wells             {WIDTH:.2f} angstrom")
print(f"position of A                       {POS_A:.2f} angstrom")
print(f"position of B, start and end        {POS_B:.2f}, "
      f"{POS_B + SHIFT:.2f} angstrom")
print(f"filled bands, electrons per cell    {NOCC}, {F * NOCC}")
print(f"smallest gap, direct path           {gap_direct:.3f} eV")
print(f"static dH/dk: largest |value|       "
      f"{np.abs(static).max():.3f} eV angstrom")
print(f"static dH/dk: zone average          "
      f"{abs(static.mean()):.1e} eV angstrom (absolute value)")
print(f"Berry phase phi_0                   {phi0:.5f} rad")
print(f"Berry phase phi_1                   {phi1:.5f} rad")
print(f"phase difference phi_1 - phi_0      {phi1 - phi0:.5f} rad")
print(f"shift of summed band centres        "
      f"{(phi1 - phi0) * A_LAT / (2 * np.pi):.5f} angstrom")
print(f"Delta P_el from endpoint phases     {dp_phase:.6f} e")
print(f"Delta P_el from sum over states     {dp_flux:.6f} e")
print(f"integer between the two             {round(n_direct)}")
for t, r, err in zip(times, ramps, errors):
    print(f"Delta P_el, real time, {t:4.0f} fs      {r[0]:.6f} e, "
          f"deviation {err:.1e} e")
print(f"dP_el/dlambda mid path, real time   {ramps[2][1]:.5f} e")
print(f"dP_el/dlambda mid path, states      {mid_slope:.5f} e")
for name, (bottom, top, left_e, right_e) in edges.items():
    print(f"{name} gauge: lambda=0 edge {bottom:.5f} rad, "
          f"lambda=1 edge {top:.5f} rad")
    print(f"{name} gauge: left side {left_e:.5f} rad, "
          f"right side {right_e:.5f} rad")
    print(f"{name} gauge: Delta P_el from all edges {loops[name]:.5f} e")
print(f"endpoint edges only, periodic       {ends_only_p:.5f} e")
print(f"endpoint edges only, non-periodic   {ends_only_n:.5f} e")
print(f"ionic part, direct path             {Z_B * SHIFT / A_LAT:.5f} e")
print(f"total Delta P, direct path          "
      f"{Z_B * SHIFT / A_LAT + dp_flux:.5f} e")
print(f"total cell dipole change, direct    "
      f"{Z_B * SHIFT + dp_flux * A_LAT:.5f} e angstrom")
print(f"displacement of B on the detour     {detour:.2f} angstrom")
print(f"smallest gap, detour                {gap_detour:.3f} eV")
print(f"Delta P_el, detour                  {dp_detour:.6f} e")
print(f"(detour - direct)/f                 {quanta:.6f}")
print(f"ionic part, detour                  {Z_B * detour / A_LAT:.5f} e")
print(f"total Delta P, detour               "
      f"{Z_B * detour / A_LAT + dp_detour:.5f} e")
print("all good")
```

Running it gives:

```
hbar^2/(2m)                         3.80998 eV angstrom^2
lattice constant a                  5.00 angstrom
well depths A, B                    20.0, 12.0 eV
Gaussian width of wells             0.50 angstrom
position of A                       -1.00 angstrom
position of B, start and end        1.50, 2.10 angstrom
filled bands, electrons per cell    2, 4
smallest gap, direct path           5.529 eV
static dH/dk: largest |value|       2.203 eV angstrom
static dH/dk: zone average          7.1e-13 eV angstrom (absolute value)
Berry phase phi_0                   0.62832 rad
Berry phase phi_1                   1.45066 rad
phase difference phi_1 - phi_0      0.82234 rad
shift of summed band centres        0.65440 angstrom
Delta P_el from endpoint phases     -0.261761 e
Delta P_el from sum over states     -0.261761 e
integer between the two             0
Delta P_el, real time,    1 fs      -0.270142 e, deviation 8.4e-03 e
Delta P_el, real time,    4 fs      -0.261763 e, deviation 2.2e-06 e
Delta P_el, real time,   16 fs      -0.261766 e, deviation 5.0e-06 e
dP_el/dlambda mid path, real time   -0.26160 e
dP_el/dlambda mid path, states      -0.26134 e
periodic gauge: lambda=0 edge 0.62832 rad, lambda=1 edge 1.45066 rad
periodic gauge: left side 0.09394 rad, right side 0.09394 rad
periodic gauge: Delta P_el from all edges -0.26176 e
non-periodic gauge: lambda=0 edge 0.62832 rad, lambda=1 edge 2.25066 rad
non-periodic gauge: left side -0.14606 rad, right side 0.65394 rad
non-periodic gauge: Delta P_el from all edges -0.26176 e
endpoint edges only, periodic       -0.26176 e
endpoint edges only, non-periodic   -0.51641 e
ionic part, direct path             0.24000 e
total Delta P, direct path          -0.02176 e
total cell dipole change, direct    -0.10880 e angstrom
displacement of B on the detour     -4.40 angstrom
smallest gap, detour                2.773 eV
Delta P_el, detour                  1.738239 e
(detour - direct)/f                 1.000000
ionic part, detour                  -1.76000 e
total Delta P, detour               -0.02176 e
all good
```
